Andreev conductance from Nambu recursive Green functions with decimated leads

**1. Definitions and conventions**

A normal lead N, a normal scattering region of L slices and a superconducting lead S form a strip W sites wide. Slices are labelled j = 1…L, with N at j ≤ 0 and S at j > L. Each site carries the Nambu components (c↑, c↓, c↑†, c↓†), so a slice has dimension 4W. If h is the normal-state Hamiltonian measured from the chemical potential of S, the many-body Hamiltonian is ½Ψ†HΨ plus a constant, with

H = [[h, D], [D†, −h*]],  D = Δ iσ_y on each site of S, D = 0 elsewhere.

The matrix τ_x exchanges the electron and hole blocks. Since D is antisymmetric, Dᵀ = −D and D* = −D†. Therefore

τ_x H* τ_x = [[−h, Dᵀ], [D*, h*]] = −H.  (1)

The block of H from slice j+1 to slice j is V_j. In the leads, and on the two bonds joining them to the region, it is T = diag(−t, +t), where the signs refer to electrons and holes. Energies are in units of t, and velocities v = 2t sin k are also written as energies.

N is the number of open electron modes of the normal lead, spin included. R_ee = Tr r_ee†r_ee and R_he = Tr r_he†r_he are the reflection probabilities from electron to electron and from electron to hole, summed over modes. The quantity to compute is

G(E) = (e²/h)[N − R_ee + R_he],  E = eV.  (2)

This is the zero-temperature differential conductance for noninteracting quasiparticles, a prescribed Δ and a potential that does not change with bias. S is grounded, and V is signed so that eV is the energy shift of electrons in N. No further spin factor belongs in (2).

**2. Why this combination is the conductance**

On a normal bond, the charge current is e times the electron flow minus the hole flow. An incident electron mode gives a net electron flow 1 − R_ee. A reflected hole moves backwards, so its flow is −R_he, and subtracting it adds R_he. Summed over modes, electron incidence gives A_e = N − R_ee + R_he. Hole incidence gives −A_h, with A_h = N_h − R_hh + R_eh.

The factor ½ in the many-body Hamiltonian also appears in the current operator, because the Nambu description contains every excitation twice. With f_e = f(E−eV), f_h = f(E+eV) and f₀ = f(E),

I = (e/2h) ∫dE [A_e f_e − A_h f_h + C f₀],

over all energies. Here C collects incidence from S. It equals the holes minus the electrons sent into N. Unitarity fixes the total outgoing probability in each channel, so

C = (N_h − R_he − R_hh) − (N − R_ee − R_eh) = A_h − A_e.

Thus the integrand is A_e(f_e − f₀) − A_h(f_h − f₀). Particle-hole symmetry, derived in section 5, gives A_h(E) = A_e(−E). In the second term replace E by −E and use f(−x) = 1 − f(x):

f(−E+eV) − f(−E) = −[f(E−eV) − f(E)].

The second term then equals the first, and the factor ½ is cancelled:

I = (e/h) ∫dE A_e(E)[f(E−eV) − f(E)].

At zero temperature the integral runs from 0 to eV, and its derivative with respect to V is (2).

Below the gap nothing propagates into S, so N = R_ee + R_he and G = 2(e²/h)R_he. Above the gap there is a transmission T_S, and N = R_ee + R_he + T_S. The short form then fails, while (2) remains valid.

**3. Lead self-energies by decimation**

Let ε be the slice Hamiltonian of a lead, ε_s that of its surface slice, α the block of H to a slice from the next one deeper in the lead (T for S, T† for N), and β = α†. With z = E + iη, the first column of the lead Green function obeys

(z−ε_s)G₀₀ = 1 + αG₁₀,
(z−ε)G_j0 = βG_{j−1,0} + αG_{j+1,0}.

Put g = (z−ε)⁻¹ and eliminate odd slices through G_j0 = g(βG_{j−1,0} + αG_{j+1,0}). The surface equation becomes

(z − ε_s − αgβ)G₀₀ = 1 + αgα G₂₀.

An even slice receives αgβ + βgα from its two eliminated neighbours. The equations keep their form, with

ε_s ← ε_s + αgβ,  ε ← ε + αgβ + βgα,  α ← αgα,  β ← βgβ.  (3)

All right-hand sides use the old values. Each pass doubles the spacing. When α and β are negligible, g_s = (z−ε_s)⁻¹ and the self-energy on the adjoining slice is Σ = α₀g_sα₀†, where α₀ is the original hopping.

A propagating mode decays because of η. From −2t cos k = constant + iη follows Im k = η/v, so the hopping after n passes falls roughly as exp(−2ⁿη/v). Reaching 10⁻¹⁴ requires 2ⁿη/v ≈ 32. For η = 10⁻⁹t and v = 2t this means about 36 passes.

**4. Recursion and scattering matrix**

Let G be the Green function of the first j−1 slices, including Σ_N on slice 1. Adding slice j with V = V_{j−1}, the Dyson equation gives

G_jj = (E − H_j − V†G_{j−1,j−1}V)⁻¹,
G_1j = G_{1,j−1}V G_jj,  G_j1 = G_jj V†G_{j−1,1},
G_11 ← G_11 + G_{1,j−1}V G_jj V†G_{j−1,1}.  (4)

The last line describes propagation to the new slice and back. Σ_S is subtracted inside the inverse for j = L.

To connect G with scattering amplitudes, take one electron mode of N, with incoming amplitude a and outgoing amplitude b:

ψ_j = [a e^{ik(j−1)} + b e^{−ik(j−1)}]/√v,  j ≤ 1.

The lead equation at j = 0 extends this form to j = 1, so ψ₁ = (a+b)/√v. Also

ψ₀ = e^{ik}ψ₁ − 2i sin k · a/√v.

In the equation for slice 1 the lead enters as −tψ₀ = Σψ₁ + i√v a, with Σ = −t e^{ik}. Hence ψ₁ = G_11 i√v a. Moreover Γ = i(Σ−Σ†) = 2t sin k = v. Therefore

b = √v ψ₁ − a = (−1 + i√Γ G_11 √Γ)a.

For a hole the hopping is +t and the incoming wave is e^{−ik(j−1)}. Both signs change, and the source is again i√v a.

For a general lead, the source is the coupling applied to eigenstates of the isolated lead. Summed over these states at fixed energy, the products of source vectors give Γ (apart from normalization), so an orthonormal set of incoming channels drives the region through Γ^{1/2}. In a lead without an incident wave the outgoing flux is ψ†Γψ, so the outgoing amplitudes are Γ^{1/2}ψ. In the lead of incidence the incoming amplitude is subtracted from this, as in the single-mode case. With K = Γ^{1/2} for both leads together, and Π the projector on open channels,

S = −Π + iKGK.  (5)

G here contains the four corner blocks 11, 1L, L1 and LL. This form needs no choice of mode phases: another orthonormal channel basis within the electron or hole sector leaves R_ee and R_he unchanged.

**5. The two symmetry checks**

Unitarity follows from G⁻¹ = E − H − Σ:

G − G† = G†[(G⁻¹)† − G⁻¹]G = G†(Σ−Σ†)G = −iG†ΓG.

Since ΠK = K for open channels,

S†S = Π − iK(G−G†)K + KG†ΓGK = Π − KG†ΓGK + KG†ΓGK = Π.  (6)

Any Hermitian H satisfies this. So does any Σ, right or wrong, if Γ is formed from that same Σ and has no negative eigenvalues. Unitarity can therefore expose some errors in the recursion, but not a wrong Hermitian Hamiltonian, and in general not a wrong self-energy. Suppose the last line of (4) is left out. G_11 then remains that of slice 1 attached to N alone, whose reflection matrix is unitary. Below the gap S has no open channels, so the check is passed despite the error. Above the gap, transmission into S is added to a complete reflection, and the check fails.

For particle-hole symmetry, conjugate (E+iη−H)⁻¹ and use (1):

τ_x G(E)* τ_x = (E − iη + H)⁻¹ = −(−E + iη − H)⁻¹ = −G(−E).

The same sign change holds for Σ. The conjugate of i(Σ−Σ†) has an extra minus sign, so τ_xΓ(E)*τ_x = Γ(−E), and the root and projector follow. In (5) the signs from i* and from G cancel:

S(−E) = τ_x S(E)* τ_x.  (7)

In blocks, r_hh(−E) = r_ee(E)* and r_eh(−E) = r_he(E)*, which is what section 2 used. The check needs runs at E and −E with the same positive η.

At E = 0 inside the gap, (7) makes det r real, and unitarity gives it modulus one, so det r = ±1. The sign cannot change under a deformation along which r varies continuously, with N fixed and S gapped at this energy. Continuity can fail where a zero-energy state decouples from the normal lead. Numerically the determinant is taken on the open channels, as det(r + 1 − Π_N).

**6. Pseudocode**

```
self_energy(z, eps, out):
  es = eps; a = out; b = out†
  repeat until a and b are negligible:
    g = inverse(z - eps)
    es  = es + a g b
    eps = eps + a g b + b g a
    a = a g a;  b = b g b
  return out inverse(z - es) out†

scatter(E):
  SigN = self_energy(E+i*eta, H_N, T†)
  SigS = self_energy(E+i*eta, H_S, T)
  build corner blocks of G, slices 1..L, by (4)
  for each lead:
    diagonalize Gamma = i(Sig - Sig†)
    keep eigenvalues above a cutoff
    form K and Pi from them
  S = -Pi + i K G K
  N = trace of the electron block of Pi_N
  return S, Pi, N - R_ee + R_he

check(E):
  defect1 = max |S(E)†S(E) - Pi(E)|
  defect2 = max |S(-E) - tau_x S(E)* tau_x|
```

**7. Cost, stability and failure modes**

The recursion costs of order L(4W)³ operations, against (4WL)³ for dense inversion of the whole region. The ratio is L², apart from prefactors. If slices are generated when needed, storage is a few matrices of size 4W.

*Finite η below the gap.* Here Σ_S is Hermitian for η = 0. Expanding, Σ_S(E+iη) ≈ Σ_S(E) + iηΣ_S′(E), so Γ_S ≈ −2ηΣ_S′(E). This small absorption is linear in η and grows near the gap edge, where Σ_S diverges as 1/√(Δ²−E²). Closed modes of N also contribute in proportion to η.

*Singular inverses.* In a single chain with E + μ = 0, the first inverse in (3) is 1/(iη). For η = 10⁻⁹t in double precision, rounding then makes the self-energy wrong by an amount of order t. At E + μ = √2 t the second inverse has the same effect. The shift of E or μ must not be too small: at E + μ = 10⁻⁶t the error, which is rounding noise, is still 10⁻⁵t to 10⁻⁴t, and at 10⁻³t it is about 10⁻¹⁰t.

*Band edges.* A mode opens with v → 0, so its Γ can lie below the cutoff, and N is then miscounted. The cutoff must separate true velocities from the residue of closed modes, which is of order η well outside the band but rises to order √(ηt) at its edge. The numbers below use 10⁻³t.

*Wrong hole block.* Writing −h instead of −h* leaves H Hermitian. Unitarity survives, but (7) generally fails when h is complex.

*Wrong parameters.* An incorrect real potential passes both symmetry checks. A case with a known conductance is needed as well.

**8. A known limit: one barrier in a chain**

Take W = 1 and L = 1, with a potential U on the single site. In the normal state E + μ = −2t cos k and Σ_N + Σ_S = −2t e^{ik}, so G_11 = 1/(iv−U). The transmission per spin is

τ = v²|G_11|² = v²/(v²+U²),  ρ = 1 − τ.

For Δ ≪ t the change of momentum at the interface is negligible. A mode (u, w) in S obeys Ωu + Δw = Eu, with Ω = √(E²−Δ²). An incident electron matches u and the reflected hole matches w, so the Andreev amplitude is

a = w/u = (E−Ω)/Δ.

The reverse conversion has the same amplitude in this spin sector. Let s be the barrier transmission amplitude, and let q and q′ be its reflection amplitudes from the N and S sides. Holes have the conjugate amplitudes, with their energy dependence neglected. One round trip between barrier and S contributes a²|q′|² = a²ρ. Summing the geometric series,

r_he = s a s*/(1−a²ρ),  r_ee = q + s²a²q′*/(1−a²ρ).

Unitarity of the barrier gives s²q′* = −qτ. Since ρ + τ = 1,

|r_he|² = τ²|a|²/|1−a²ρ|²,  |r_ee|² = ρ|1−a²|²/|1−a²ρ|².  (8)

Two spins give G = 2(e²/h)(1 − |r_ee|² + |r_he|²). This is the Blonder–Tinkham–Klapwijk result. At E = 0, a² = −1 and G = 4(e²/h)τ²/(2−τ)². A transparent contact doubles the normal conductance, while for small τ, G is proportional to τ².

For μ = −0.7t and U = t, v = √(4−0.49) t = 1.87t and τ = 0.778. With Δ = 0.001t, the lattice scheme and (8) give, in e²/h:

- E = 0: 1.6221 and 1.6232
- E = 0.5Δ: 1.9055 and 1.9064
- E = 1.5Δ: 1.8437 and 1.8433

The differences are below 0.1% of G, comparable with the neglected ratio Δ/t.

**9. A disordered strip**

Let W = 4, L = 6, μ = −1.8t throughout, Δ = 0.1t and η = 10⁻⁹t. The scattering region has the potential 0.6t cos(2.3x² + 1.7xy + 0.9y²), with x = 1…6 and y = 1…4. It has Rashba hoppings −t + 0.15i t σ_y from x+1 to x and −t − 0.15i t σ_x from y+1 to y, and a Zeeman term 0.15t σ_x. The leads have neither.

The transverse energies are −2t cos(πn/5) = ∓1.618t, ∓0.618t. Subtracting them from μ leaves −0.182t, −1.182t, −2.418t and −3.418t for the longitudinal energy. Two lie inside the band of half-width 2t, so with spin N = 4. This holds at all energies below.

```
E/Δ   R_ee    R_he    T_S     G (e²/h)
0.0   2.457   1.543   0.000   3.087
0.5   2.035   1.965   0.000   3.929
0.9   1.474   2.526   0.000   5.052
1.5   1.108   0.296   2.596   3.187
2.5   1.194   0.090   2.716   2.896
```

At zero energy G = 4 − 2.457 + 1.543 = 3.087 within rounding, or 119.6 μS with e²/h = 38.74 μS. Setting Δ = 0 in the right lead gives 2.762 e²/h, so pairing raises this conductance by 12%, far from the doubling of a transparent contact. At 1.5Δ, 2R_he would give 0.59 instead of 3.19, because most of the current is carried by transmission into S.

The rise of G towards the gap resembles (8), where |r_he|² reaches one at E = Δ for any nonzero τ. Mode mixing is absent from (8), so this resemblance does not by itself explain the values for the strip.

Over these energies and their negatives, the largest element of S†S − Π is 4.7×10⁻⁸. The largest violation of (7) is 1.4×10⁻¹⁰. At 0.9Δ, the largest element of r†r − Π_N is 4.7×10⁻⁵ for η = 10⁻⁶t and 4.7×10⁻⁶ for 10⁻⁷t. Linear extrapolation to 10⁻⁹t gives 4.7×10⁻⁸, the size of the unitarity defect above. At E = 0, det r = +1.

Replacing −h* by −h in the scattering region at 0.5Δ leaves a unitarity defect of 1.8×10⁻⁸ but violates (7) by 0.39. The conductance changes from 3.929 to 3.917 e²/h, or 0.3%. Neither unitarity nor a plausible value of G would reveal this error; comparison of S(E) with S(−E) does.
